# Charge balance and the Poole-Frenkel exponent with and without compensating traps

## What goes wrong without the charge balance

Poole-Frenkel leakage can be analysed by plotting $\ln(J/F)$ against $\sqrt F$, where $J$ is the current density and $F$ the field, and reading a permittivity from the slope. The slope contains a factor $s$ that the barrier alone does not fix. If $s=1/2$ and the slope is read as if $s=1$, the permittivity comes out four times too large: in the example below, 10.0 instead of 2.5. The reverse step, predicting the field dependence from a known permittivity, fails too if $s=1$ is assumed. In the same example, which has no compensation, the carrier density rises by a factor of 32 between 0.25 and 1 MV/cm, while the full exponent with the true permittivity would predict 1060.

The factor follows from counting charges. With $n$ the free-electron density, $N_a$ the density of filled acceptors and $K$ the emission-to-capture ratio defined below,

$$
\frac{d\ln(J/F)}{d\sqrt F}=s\,\frac{\beta}{k_BT},\qquad
s=\frac{N_a+n}{N_a+2n+K}. \tag{1}
$$

Here $\beta\sqrt F$ is the barrier lowering. "Strong compensation", the condition for $s\to1$, means $N_a\gg n+K$. It does not require $N_a$ to be close to the donor density.

## Model and conventions

The insulator contains $N_d$ donor-like traps per volume, neutral when filled and singly positive when empty, at depth $E_d>0$ below the conduction band. It also contains $N_a<N_d$ acceptors so deep that each permanently holds one electron and is negative. These are the compensating traps. Holes are neglected.

The symbol $F$ is the magnitude of the field, $e>0$ the elementary charge and $\varepsilon$ the absolute permittivity felt by the escaping electron. The current is $J=e\mu nF$ with a field-independent mobility $\mu$. The bulk is steady, uniform and neutral, and the contacts replace the carriers that leave. Neutrality is a demanding condition in thin layers and is examined near the end.

## Barrier lowering

Let $r$ be the distance from an empty donor in the direction in which the field pulls the electron. The potential energy is

$$
U(r)=-\frac{e^2}{4\pi\varepsilon r}-eFr .
$$

Its derivative vanishes where

$$
\frac{e^2}{4\pi\varepsilon r_m^2}=eF
\quad\Rightarrow\quad
r_m=\sqrt{\frac{e}{4\pi\varepsilon F}} .
$$

The second derivative, $-2e^2/(4\pi\varepsilon r^3)$, is negative, so this is a maximum. At $r_m$ the two terms of $U$ are equal, because multiplying the first condition by $r_m$ gives $e^2/(4\pi\varepsilon r_m)=eFr_m$. Hence

$$
U(r_m)=-2eFr_m=-\sqrt{\frac{4e^2F^2\,e}{4\pi\varepsilon F}}
=-\beta\sqrt F,\qquad
\beta=\sqrt{\frac{e^3}{\pi\varepsilon}} . \tag{2}
$$

Without the field the top of the barrier is at zero energy, so the field lowers it by $\beta\sqrt F$. The trap level itself is taken as unshifted.

## Emission and capture

Let $N_0$ and $N_+$ be the densities of filled and empty donors. Consider first zero field and thermal equilibrium, with the Fermi level $E_F$ measured from the band edge. For $n\ll N_c$, Boltzmann statistics give

$$
n=N_c\,e^{E_F/k_BT},\qquad
N_c=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2},
$$

with $m$ the band mass. A filled donor has two spin states and an empty one has a single state, so

$$
\frac{N_0}{N_+}=2\,e^{(E_F+E_d)/k_BT}.
$$

Dividing $n$ by this ratio removes $E_F$:

$$
\frac{nN_+}{N_0}=\frac{N_c}{2}e^{-E_d/k_BT}. \tag{3}
$$

Kinetically, donors emit at the rate $\gamma N_0$ and capture at the rate $c\,nN_+$. The two are equal in equilibrium, so the right side of (3) is $\gamma/c$ at zero field.

In a field the system is no longer in equilibrium, and (3) may not be reused with a shifted level without a further argument. That argument is kinetic. Emission over the lowered barrier is assumed to be faster by $e^{\beta\sqrt F/k_BT}$, while $c$ is assumed unchanged. A steady state still requires $\gamma N_0=c\,nN_+$, and therefore

$$
\frac{nN_+}{N_0}=K(F)\equiv\frac{N_c}{2}
\exp\!\left[-\frac{E_d-\beta\sqrt F}{k_BT}\right]. \tag{4}
$$

## Density from neutrality

Positive donors balance free electrons and negative acceptors, so $N_+=n+N_a$ and $N_0=N_d-N_+=N_d-N_a-n$. Equation (4) becomes

$$
n(n+N_a)=K(N_d-N_a-n). \tag{5}
$$

Collecting terms gives $n^2+(N_a+K)n-K(N_d-N_a)=0$. The product of the roots is negative, so exactly one root is positive:

$$
n=\frac{-(N_a+K)+\sqrt{(N_a+K)^2+4K(N_d-N_a)}}{2}.
$$

With compensation this subtracts two nearly equal numbers. Multiplying numerator and denominator by the sum of the same two terms gives a form safe for computation:

$$
n=\frac{2K(N_d-N_a)}{N_a+K+\sqrt{(N_a+K)^2+4K(N_d-N_a)}}. \tag{6}
$$

## The exponent

Take the logarithm of (5):

$$
\ln n+\ln(n+N_a)-\ln(N_d-N_a-n)=\ln K .
$$

Define $s=d\ln n/d\ln K$ at fixed trap densities, so that $dn=sn\,d\ln K$. Differentiation gives

$$
s\left[1+\frac{n}{n+N_a}+\frac{n}{N_d-N_a-n}\right]=1 .
$$

By (5) the last fraction equals $K/(n+N_a)$. Hence

$$
\frac1s=1+\frac{n+K}{n+N_a}=\frac{N_a+2n+K}{N_a+n}, \tag{7}
$$

which is the $s$ of (1). At fixed temperature (4) gives $d\ln K/d\sqrt F=\beta/k_BT$, and $J/F=e\mu n$ with constant $\mu$, so the slope in (1) follows.

The two factors have separate origins: $s$ comes from charge balance and $\beta/k_BT$ from the emission model. If another emission law replaces (4), equation (7) still holds with the new $K$.

## Why the exponent is halved

Equation (4) can be written $\ln n=\ln K+\ln N_0-\ln N_+$. A higher emission rate raises $n$ in full proportion only if the numbers of filled and empty donors stay fixed. Since $dN_+=dn$,

$$
\frac{d\ln N_+}{d\ln K}=\frac{sn}{n+N_a}. \tag{8}
$$

Without acceptors, every free electron leaves behind one empty donor that can capture an electron. The number of capture centres grows as fast as $n$ and takes back half of the logarithmic gain. With many acceptors, about $N_a$ donors are empty beforehand, and the few added by emission hardly matter.

**No compensation.** For $N_a=0$ and $K\ll N_d$, equation (5) reads $n^2=K(N_d-n)$ with $n\ll N_d$, so

$$
n\simeq\sqrt{KN_d}=\sqrt{\frac{N_cN_d}{2}}\,
\exp\!\left[-\frac{E_d-\beta\sqrt F}{2k_BT}\right].
$$

Both the depth and its lowering are halved. From (7), $s=n/(2n+K)$, which lies below one half by $K/[2(2n+K)]\simeq\tfrac14\sqrt{K/N_d}$.

**Strong compensation.** Equation (7) gives $1-s=(n+K)/(N_a+2n+K)$, which is small if and only if $n+K\ll N_a$. Then $n$ may be dropped beside $N_a$ in (5). It may also be dropped beside $N_d-N_a$, because $n/(N_d-N_a-n)=K/(n+N_a)\ll1$. The result is

$$
n\simeq K\,\frac{N_d-N_a}{N_a}, \tag{9}
$$

with the full exponent. Equation (5) also implies $n^2\le K(N_d-N_a)$. For $K\ll N_d$ it is therefore sufficient that $N_a/N_d\gg\sqrt{K/N_d}$, and the right side can be very small.

**Between the limits.** Setting $s=1/2$ in (7) gives $2N_a+2n=N_a+2n+K$, hence $N_a=K$. At fixed $K$, $s$ rises steadily with $N_a$. To see this, write (5) in terms of $N_+$ as $N_a=N_++K-KN_d/N_+$. The right side increases with $N_+$, so $N_+$ increases with $N_a$. Then $n=K(N_d-N_+)/N_+$ decreases, and so does $1/s=1+(n+K)/N_+$.

**Exhaustion.** If $K\gg N_d$ while $n\ll N_c$ still holds, nearly all donors are empty, $n\to N_d-N_a$ and $s\simeq N_d/K\to0$. The density then has nothing left to gain from the field.

## Crossover within one material

Since $n$ grows with field and $N_a$ does not, a material can leave the compensated regime as the field rises. Put $n=N_a$ in (5):

$$
K_\times=\frac{2N_a^2}{N_d-2N_a},\qquad
s_\times=\frac{2N_a}{3N_a+K_\times}, \tag{10}
$$

which requires $N_a<N_d/2$. For $N_a\ll N_d$ we have $K_\times\ll N_a$ and $s_\times\simeq2/3$. Inverting (4) gives the field:

$$
\beta\sqrt{F_\times}=E_d-k_BT\ln\frac{N_c}{2K_\times}, \tag{11}
$$

provided the right side lies between 0 and $E_d$.

## Temperature and permittivity

With temperature-independent $m$, $E_d$ and $\varepsilon$, set $b=1/k_BT$. Because $N_c\propto b^{-3/2}$, $\ln K=\text{const}-\tfrac32\ln b-b(E_d-\beta\sqrt F)$. The activation energy of the density is

$$
-\frac{\partial\ln n}{\partial b}
=s\left(E_d-\beta\sqrt F+\tfrac32k_BT\right). \tag{12}
$$

An activated mobility would add its own energy, not multiplied by $s$.

A measured slope $M$ read with $s=1$ gives $\beta_{\rm app}=Mk_BT=s\beta$. Since $\varepsilon=e^3/(\pi\beta^2)$, the apparent permittivity is

$$
\varepsilon_{\rm app}=\frac{e^3}{\pi s^2\beta^2}=\frac{\varepsilon}{s^2}. \tag{13}
$$

## Worked example

The parameters are round model values: relative permittivity 2.5, $E_d=1$ eV, $N_d=10^{18}$ cm$^{-3}$, $T=400$ K and the free-electron mass. They give $k_BT=0.03447$ eV and $N_c=3.86\times10^{19}$ cm$^{-3}$. The lowering is 0.24 eV at 0.25 MV/cm and 0.48 eV at 1 MV/cm. At the higher field

$$
K=1.93\times10^{19}\,e^{-0.52/0.03447}\ \text{cm}^{-3}
=5.42\times10^{12}\ \text{cm}^{-3},
$$

and at the lower field $K=5.13\times10^{9}$ cm$^{-3}$. Films A, B and C have $N_a=0$, $3\times10^{14}$ and $10^{17}$ cm$^{-3}$.

For film B at 1 MV/cm, (6) gives $n=2.18\times10^{15}$ cm$^{-3}$. In units of $10^{15}$ cm$^{-3}$,

$$
s=\frac{0.300+2.181}{0.300+4.361+0.005}=0.532 .
$$

At 0.25 MV/cm the density is $1.62\times10^{13}$ cm$^{-3}$, well below $N_a$, and $s=0.951$. This film has three acceptors per ten thousand donors, yet it shows nearly the full exponent at low field and nearly half at high field. From (10), $K_\times=1.80\times10^{11}$ cm$^{-3}$, and (11) gives a lowering of 0.363 eV, so $F_\times=(0.363/0.480)^2=0.57$ MV/cm.

Film A has $s=0.5000$ and 0.4994 at the two fields, and film C has 1.0000 and 0.9995. The activation energies at 0.25 MV/cm are 0.406 eV for A and 0.812 eV for C. The latter is $0.760+0.052$ eV, as (12) requires.

A straight line fitted to $\ln(J/F)$ at nine points, equally spaced in $\sqrt F$ from the lower to the higher field, gives apparent relative permittivities of 10.0, 5.1 and 2.5 for A, B and C. The value for B describes no property of the material; it reflects a mean $s$ of 0.70. The data for B depart from the line by up to 0.26 in $\ln(J/F)$, a factor of 1.3 in current, while A and C depart by at most 0.0003. Visible curvature is thus a warning that $s$ changes within the window, though other mechanisms can also bend the plot.

The numerical output follows this text. The densities in the field were obtained by integrating the emission-capture equation in time from a state with all donors empty. They agree with (6) to within one part in a million. Finite differences of these densities test (7), (8) and (12), and a zero-field balance with full Fermi-Dirac statistics tests (3) and (5).

## Conditions for use

**Layer thickness.** Neutrality fails near the injecting contact. Let $x$ point along the electron drift, so that Gauss's law reads $dF/dx=-(e/\varepsilon)(N_+-N_a-n)$. At constant $J$ and without diffusion, a small excess $\delta F$ gives $\delta n/n=-\delta F/F$. Since $\delta N_0=-\delta N_+$, (4) gives $\delta N_+=(1+g)(N_+N_0/N_d)\,\delta F/F$, where $g=d\ln K/d\ln F=\beta\sqrt F/(2k_BT)$. The excess therefore decays over

$$
\ell=\frac{\varepsilon F}{e[(1+g)N_+N_0/N_d+n]}
=\frac{1}{4\pi r_m^2[(1+g)N_+N_0/N_d+n]} . \tag{14}
$$

The second form uses the definition of $r_m$. At 1 MV/cm, $r_m=2.4$ nm and $g=7.0$, so $\ell$ is about 660 nm in film A and 19 nm in film C. At 0.25 MV/cm, film A has $\ell\approx9$ µm. Equation (14) is not among the printed numerical tests, but it should be evaluated before (6) is applied to a device. It holds for small deviations, and the layer must be much thicker than $\ell$, not merely thicker. In the extreme case of an ohmic contact, where the field starts from zero, integrating Gauss's law at constant $J$ with $N_+$ from (4) shows that the field reaches 99% of its bulk value only after 5 to 10 times $\ell$: about 46 µm in film A at 0.25 MV/cm and 0.18 µm in film C at 1 MV/cm. With voltage divided by thickness taken as the field, the same straight-line fit then gives apparent permittivities of 18 and 10.7 for film A at 20 and 200 µm, 9.0 for film B at 20 µm, and 2.1 and 2.5 for film C at 1 and 10 µm. With such a contact the bulk value for A needs a layer of hundreds of micrometres and that for C a layer of several micrometres; submicrometre films are governed by space charge.

**Heating.** Thick layers at high field may not stay at the assumed temperature. The power per volume is $JF=e\mu nF^2$, and a uniformly heated layer of thickness $d$ and thermal conductivity $\kappa$, cooled at both faces, is warmer in the middle by $JFd^2/(8\kappa)$. For film A at 1 MV/cm, with $d=20$ µm and $\kappa=0.2$ W/(m K), this estimate gives about 9 K for a mobility of $10^{-4}$ cm$^2$/(V s), but about 900 K for $10^{-2}$ cm$^2$/(V s). Even 9 K raises $n$ by about 20% in this film, so the isothermal formulas require a still lower mobility or short pulses. Mobilities this low imply a mean free path far below an atomic spacing and cannot describe a free-mass band; they must be read as effective values for hopping or trap-limited transport, with $N_c$ then only a model density of transport states. With a mobility of 1 cm$^2$/(V s) or more, film A could not be held at 1 MV/cm in a steady state at this thickness.

**Isolated centres.** The barrier peak must lie well inside the spacing between charged centres, whose Coulomb fields would distort it. Here $r_m$ is 4.8 nm at 0.25 MV/cm. For randomly placed centres of density $N$ the mean distance to the nearest neighbour is about $0.55\,N^{-1/3}$. Counting empty donors and filled acceptors, $N=N_++N_a$, this is about 130, 65 and 9.5 nm in films A, B and C, so treating the centres as isolated is marginal for film C at this field. The nearest donor of any kind lies only about 5.5 nm away, but it is usually filled and neutral, and the model ignores its short-range potential. Since $r_m\propto F^{-1/2}$, the $\sqrt F$ law should not be carried to much lower fields.

**Emission and transport.** Tunnelling, emission in other directions and a field-dependent capture coefficient change $K(F)$. The effect on a fitted permittivity can be large. Onsager's result for diffusive escape in three dimensions replaces the factor $e^z$, with $z=\beta\sqrt F/k_BT$, by $2I_1(z)/z$, where $I_1$ is a modified Bessel function. Over the field range of the example this lowers the slope by 14%, so that (1), even with the correct $s$, would give a relative permittivity of 3.4 instead of 2.5. A field-dependent mobility adds $d\ln\mu/d\sqrt F$ to the slope. As $\beta\sqrt F$ approaches $E_d$, the barrier disappears and (4) loses its basis.

**Fitting.** Where $s$ varies, fit $\ln(J/F)$ with $n(F)$ from (6) rather than with a constant exponent. In the limit (9) the current determines only the product $\mu(N_d-N_a)/N_a$ multiplying $K$, and without compensation only $\mu\sqrt{N_d}$ multiplying $\sqrt K$. The trap densities and the mobility then need separate measurements.

## Computed results

```
relative permittivity: 2.50
donor depth: 1.000 eV
donor density: 1.000e+18 cm^-3
mean donor spacing Nd^(-1/3): 10.00 nm
temperature: 400.0 K, kT = 0.03447 eV
effective band density Nc: 3.8635e+19 cm^-3
beta: 0.4800 eV per sqrt(MV/cm)
full slope beta/kT: 13.925 per sqrt(MV/cm)
F = 0.25 MV/cm: lowering 0.2400 eV, peak at 4.800 nm, K = 5.1326e+09 cm^-3
F = 1.00 MV/cm: lowering 0.4800 eV, peak at 2.400 nm, K = 5.4221e+12 cm^-3
film A: Na = 0.00e+00 cm^-3, zero field: n = 2.2042e+12 cm^-3, Fermi level -0.5749 eV
film B: Na = 3.00e+14 cm^-3, zero field: n = 1.6189e+10 cm^-3, Fermi level -0.7443 eV
film C: Na = 1.00e+17 cm^-3, zero field: n = 4.3727e+07 cm^-3, Fermi level -0.9482 eV
film A, 0.25 MV/cm: n = 7.1639e+13 cm^-3, s = 0.5000
   growth of empty donors dlnN+/dlnK = 0.5000, activation energy 0.4058 eV
film A, 1.00 MV/cm: n = 2.3258e+15 cm^-3, s = 0.4994
   growth of empty donors dlnN+/dlnK = 0.4994, activation energy 0.2855 eV
film B, 0.25 MV/cm: n = 1.6226e+13 cm^-3, s = 0.9512
   growth of empty donors dlnN+/dlnK = 0.0488, activation energy 0.7721 eV
film B, 1.00 MV/cm: n = 2.1805e+15 cm^-3, s = 0.5316
   growth of empty donors dlnN+/dlnK = 0.4673, activation energy 0.3039 eV
film C, 0.25 MV/cm: n = 4.6193e+10 cm^-3, s = 1.0000
   growth of empty donors dlnN+/dlnK = 0.0000, activation energy 0.8117 eV
film C, 1.00 MV/cm: n = 4.8772e+13 cm^-3, s = 0.9995
   growth of empty donors dlnN+/dlnK = 0.0005, activation energy 0.5714 eV
limit sqrt(K Nd) at 1 MV/cm: 2.3285e+15 cm^-3
limit K(Nd-Na)/Na, film C, 1 MV/cm: 4.8799e+13 cm^-3
exponent s at 1 MV/cm against acceptor density:
   Na = 0.000e+00 cm^-3: s = 0.49942
   Na = 5.422e+12 cm^-3: s = 0.50000
   Na = 3.000e+14 cm^-3: s = 0.53156
   Na = 1.000e+16 cm^-3: s = 0.95321
   Na = 1.000e+17 cm^-3: s = 0.99946
   Na = 9.000e+17 cm^-3: s = 0.99999
film B crossover: F = 0.5708 MV/cm, K = 1.8011e+11 cm^-3
   there n = 3.0000e+14 cm^-3, s = 0.6665
film A: J(1)/J(0.25 MV/cm) = 1.2986e+02, mean s = 0.4999
   apparent permittivity 10.006, largest deviation of ln(J/F) from line 0.0003
film B: J(1)/J(0.25 MV/cm) = 5.3754e+02, mean s = 0.6971
   apparent permittivity 5.144, largest deviation of ln(J/F) from line 0.2605
film C: J(1)/J(0.25 MV/cm) = 4.2233e+03, mean s = 0.9999
   apparent permittivity 2.500, largest deviation of ln(J/F) from line 0.0002
```
